\section*{Peclet-number cost of precursor suppression in a spatial reactor gas barrier}

\section{The form of the answer from scaling and symmetry}

In a spatial reactor the substrate passes from one precursor zone to the next under a barrier of flowing inert gas. Precursor stands at concentration $c_0$ at one end of the barrier and diffuses against the flow. Let $D$ be its diffusivity, $v$ the mean gas speed and $L$ the barrier length. For a dilute precursor the transport is linear, so $c(L)/c_0$ does not depend on $c_0$. The one dimensionless group left is the Peclet number
\begin{equation}
\mathrm{Pe}=\frac{vL}{D},\qquad \frac{c(L)}{c_0}=f(\mathrm{Pe}).
\end{equation}

Suppose first that no net precursor leaves at the far end. In steady state the net flux is then zero at every plane, so any plane can serve as the end of a shorter barrier of the same kind. Cutting the barrier into two pieces gives
\begin{equation}
f(\mathrm{Pe}_1+\mathrm{Pe}_2)=f(\mathrm{Pe}_1)\,f(\mathrm{Pe}_2),
\end{equation}
whose continuous solutions with $f(0)=1$ are $f=e^{-a\,\mathrm{Pe}}$. A very short barrier fixes $a$: the diffusive flux $D(c_0-c(L))/L$ must balance the flux $vc_0$ carried back by the gas, so $1-f\approx\mathrm{Pe}$ and $a=1$. A tenfold reduction therefore costs $\ln 10=2.303$ units of $\mathrm{Pe}$.

The argument rests on zero net flux and on one speed across the gap. If the far side consumes precursor, a flux passes through and the multiplication rule fails. If the speed varies across the gap, $\mathrm{Pe}$ is no longer the only group. Both cases can change the price of a decade.

\section{Controlled derivation for uniform flow}

Let $s$ run upstream from the source, so that the gas moves towards $-s$. The gas is isothermal, $D$ is constant, the flow is steady and laminar, and the walls take up nothing inside the barrier. The upstream flux is
\begin{equation}
J=-D\frac{dc}{ds}-vc ,
\end{equation}
and it is the same at every $s$. With $g=c+J/v$ this reads $D\,dg/ds=-vg$, hence
\begin{equation}
c(s)=\left(c_0+\frac{J}{v}\right)e^{-vs/D}-\frac{J}{v}.
\label{eq:profile}
\end{equation}

Describe the far side by an uptake speed $K$, defined through $J=Kc(L)$. Setting $s=L$ in (\ref{eq:profile}) and collecting the terms in $c(L)$,
\begin{align}
c(L)\left(1+\frac{K}{v}\right)&=c_0e^{-\mathrm{Pe}}+\frac{K}{v}\,c(L)\,e^{-\mathrm{Pe}},\\
\frac{c(L)}{c_0}&=\frac{e^{-\mathrm{Pe}}}{1+(K/v)\left(1-e^{-\mathrm{Pe}}\right)} .
\end{align}
For $K=0$ the pure exponential returns. For $K\to\infty$ the far end is a perfect sink with $c(L)=0$, and the useful measure is the leak $J=Kc(L)$:
\begin{equation}
J=\frac{vc_0}{e^{\mathrm{Pe}}-1},\qquad
S\equiv\frac{JL}{Dc_0}=\frac{\mathrm{Pe}}{e^{\mathrm{Pe}}-1}.
\label{eq:leak}
\end{equation}
Here $S$ is the leak relative to that of still gas, since $S\to1$ as $\mathrm{Pe}\to0$.

\subsection*{Price of a decade of leak}

The price now depends on how $\mathrm{Pe}$ is raised. At fixed $L$ and $D$, more flow changes $S$. Write $S=e^{-\mathrm{Pe}}G(\mathrm{Pe})$ with $G(x)=x/(1-e^{-x})$. Requiring $S(\mathrm{Pe}_1)=10\,S(\mathrm{Pe}_2)$ and taking logarithms gives
\begin{equation}
\mathrm{Pe}_2-\mathrm{Pe}_1=\ln10+\ln\frac{G(\mathrm{Pe}_2)}{G(\mathrm{Pe}_1)} .
\label{eq:flowcost}
\end{equation}
The derivative of $G$ has the sign of $1-e^{-x}-xe^{-x}=e^{-x}(e^x-1-x)>0$, so the last term is positive and the cost exceeds $\ln10$. The reason is the prefactor $v$ in $J$, which grows with the flow and offsets part of the fall of $1/(e^{\mathrm{Pe}}-1)$. For large $\mathrm{Pe}_1$ the excess is about $\ln(\mathrm{Pe}_2/\mathrm{Pe}_1)\approx\ln 10/\mathrm{Pe}_1$, which vanishes slowly.

If instead the barrier is lengthened at fixed $v$, the prefactor in (\ref{eq:leak}) stays put, and $e^{\mathrm{Pe}_2}-1=10(e^{\mathrm{Pe}_1}-1)$ gives
\begin{equation}
\mathrm{Pe}_2-\mathrm{Pe}_1=\ln\left(10-9e^{-\mathrm{Pe}_1}\right)<\ln10 .
\end{equation}
Solving (\ref{eq:flowcost}) numerically and evaluating the second formula gives these costs of the next decade:
\begin{center}
\begin{tabular}{ccc}
$\mathrm{Pe}_1$ & more flow & longer barrier\\
1 & 3.32 & 1.90\\
5 & 2.73 & 2.30\\
10 & 2.53 & 2.30\\
20 & 2.42 & 2.30
\end{tabular}
\end{center}
The first decade below still gas, the root of $S=0.1$, needs $\mathrm{Pe}=3.6$.

\section{A gap with a moving substrate}

Let the gap have height $h$, with the substrate at $y=0$ moving into the barrier, towards $+s$, at speed $U$. A pressure-driven flow of mean speed $u$ opposes it. With $\eta=y/h$ the gas speed towards $-s$ is
\begin{equation}
v(y)=6u\,\eta(1-\eta)-U(1-\eta),\qquad \bar v=u-\frac U2 ,
\end{equation}
because $\int_0^1 6\eta(1-\eta)\,d\eta=1$ and $\int_0^1(1-\eta)\,d\eta=\tfrac12$. From here on the nominal Peclet number is $\mathrm{Pe}=\bar vL/D$.

Zero divergence of the flux gives $D(\partial_s^2+\partial_y^2)c+v(y)\,\partial_sc=0$. Inserting $c=\varphi(y)e^{-ks}$ and dividing by $D$,
\begin{equation}
-\varphi''+\frac{k\,v(y)}{D}\,\varphi=k^2\varphi,\qquad \varphi'(0)=\varphi'(h)=0 .
\label{eq:mode}
\end{equation}

\subsection*{When the barrier works}

Let $E(k)$ be the lowest eigenvalue of the operator on the left. It is the minimum, over normalized $\varphi$, of $\int\varphi'^2dy+(k/D)\int v\varphi^2dy$. Each such expression is linear in $k$, and a minimum of linear functions is concave. A constant $\varphi$ is one allowed trial function, so
\begin{equation}
E(k)\le \frac{k\bar v}{D}\quad(k>0),\qquad E(0)=0,\qquad E'(0)=\frac{\bar v}{D}.
\end{equation}
If $\bar v>0$, the function $E(k)-k^2$ starts at zero with positive slope, is strictly concave and finally falls to $-\infty$. It has one positive root. Below that root all higher eigenvalues also exceed $k^2$, so this root is the slowest upstream decay. At the root $k^2=E(k)\le k\bar v/D$, hence
\begin{equation}
k\le\frac{\bar v}{D}.
\end{equation}
In this model a non-uniform profile cannot make the decay faster than uniform flow of the same mean. If $\bar v\le0$, that is $U\ge2u$, then $E(k)\le0<k^2$ and the slow decaying mode is gone: the substrate drags in as much gas as the pressure drives out, or more.

\subsection*{Decay rate at moderate speed}

Average (\ref{eq:mode}) over the gap, denoted $\langle\cdot\rangle$. The term $\varphi''$ drops out because the wall slopes vanish, leaving $k\langle\varphi\rangle=\langle v\varphi\rangle/D$. Write $v=\bar v+w$ and $\varphi=1+\varphi_1$ with $\langle\varphi_1\rangle=0$. Then
\begin{equation}
k=\frac{\bar v+\langle w\varphi_1\rangle}{D}.
\end{equation}
To leading order $k\bar v/D$ cancels $k^2$ in (\ref{eq:mode}), so $\varphi_1''=kw/D$ and $\varphi_1'=kW/D$ with $W(y)=\int_0^yw\,dy'$. Since $W$ vanishes at both walls, integration by parts gives $\langle w\varphi_1\rangle=-\langle W\varphi_1'\rangle=-k\langle W^2\rangle/D$. Solving for $k$,
\begin{equation}
k\approx\frac{\bar v}{D_{\rm eff}},\qquad D_{\rm eff}=D+\frac{\langle W^2\rangle}{D}.
\end{equation}
Integrating $w=u(6\eta-6\eta^2-1)-U(\tfrac12-\eta)$ yields
\begin{equation}
W=-h\,\eta(1-\eta)\left[u(1-2\eta)+\frac U2\right].
\end{equation}
In $W^2$ the cross term is odd about mid-gap and integrates to zero. With $\int_0^1\eta^2(1-\eta)^2d\eta=\tfrac1{30}$, $\int_0^1\eta^3(1-\eta)^3d\eta=\tfrac1{140}$ and $(1-2\eta)^2=1-4\eta(1-\eta)$, the two remaining integrals are $\tfrac1{30}-\tfrac4{140}=\tfrac1{210}$ and $\tfrac14\cdot\tfrac1{30}=\tfrac1{120}$. Thus
\begin{equation}
\frac{D_{\rm eff}}{D}=1+\frac1{210}\left(\frac{uh}{D}\right)^2+\frac1{120}\left(\frac{Uh}{D}\right)^2 .
\label{eq:deff}
\end{equation}
The next term of $E(k)/k$ is of order $k^2w^3h^4/D^3$. With $k\sim\bar v/D$ and all speeds in fixed proportion, the relative error of $k$ is of fourth order in speed times $h/D$.

\subsection*{Leak through the gap}

The averaged equation also says $\langle(Dk-v)\varphi\rangle=0$: a mode with $k\ne0$ carries no net flux. The leak is carried by a constant background $B$, with $J=-\bar vB$. Away from the ends $c=B+A\varphi e^{-ks}$ with $\langle\varphi\rangle=1$. Matching the mean concentration to $c_0$ at $s=0$ and to zero at $s=L$, and neglecting the short-ranged end modes, gives $A+B=c_0$ and $B=-Ae^{-kL}$. Therefore
\begin{equation}
J\approx\frac{\bar v c_0}{e^{kL}-1},
\label{eq:gapleak}
\end{equation}
which tends to $D_{\rm eff}c_0/L$ as $\bar v\to0$. Matching only the mean is safe while $\varphi$ is nearly uniform, that is for $L\gg h$ and $uh/D$, $Uh/D$ of a few or less. At $uh/D\approx10$ the exponent $kL$ still sets the decay, but the prefactor overestimates the leak by a factor of two or more.

\section{Numbers for a model barrier}

Take the round values $D=10^{-5}\ \mathrm{m^2/s}$, $h=0.2$ mm, $L=2$ mm and $u=U=0.1$ m/s. Then $\bar v=0.1-0.05=0.05$ m/s and
\begin{equation}
\mathrm{Pe}=\frac{0.05\times2\times10^{-3}}{10^{-5}}=10,\qquad \frac{uh}{D}=\frac{Uh}{D}=2 .
\end{equation}
Equation (\ref{eq:deff}) gives $D_{\rm eff}/D=1+4/210+4/120=1.052$, so $kL\approx10/1.052=9.50$. Solving (\ref{eq:mode}) numerically in a basis of cosines gives $kL=9.47$.

The estimates of the relative leak $S$ are:
\begin{center}
\begin{tabular}{lc}
uniform flow, (\ref{eq:leak}) & $4.5\times10^{-4}$\\
gap mode, (\ref{eq:gapleak}) with numerical $k$ & $7.7\times10^{-4}$\\
two-dimensional finite-volume solution & $7.5\times10^{-4}$
\end{tabular}
\end{center}
The last solution fixes $c=c_0$ and $c=0$ across the whole gap at the two ends. A 5\% loss in the exponent raises the leak by a factor of about 1.7, because it multiplies an exponent of 10.

Substrate speed matters far more through $\bar v$ than through $D_{\rm eff}$. At the same $u$, the two-dimensional solution gives $S=5.9\times10^{-8}$ for a resting substrate ($\mathrm{Pe}=20$) and $S=1.14$ for $U=0.2$ m/s ($\mathrm{Pe}=0$). In the second case the leak exceeds that of still gas, as the limit $D_{\rm eff}/D=1.15$ predicts.

\subsection*{The next decade}

From $\mathrm{Pe}=10$, at fixed $U$, the two-dimensional solution needs 2.76 more nominal units to cut the leak tenfold by flow. The mode formula gives 2.78, uniform flow 2.53, and the first estimate 2.30. The extra speed is
\begin{equation}
\Delta u=2.76\,\frac DL=0.014\ \mathrm{m/s},
\end{equation}
or 14\% of the pressure-driven flow. For a far end without net flux, lengthening the barrier at fixed flow costs $\ln10\times10/9.47=2.43$ units per decade, again apart from end corrections.

\subsection*{Dose on the substrate}

For a precursor pressure of 100 Pa at 400 K the ideal-gas law gives $c_0=1.81\times10^{22}\ \mathrm{m^{-3}}$. The leak flux is
\begin{equation}
J=S\,\frac{Dc_0}{L}=6.8\times10^{16}\ \mathrm{m^{-2}\,s^{-1}} .
\end{equation}
Per unit width, $Jh$ molecules leak each second while an area $U$ of substrate passes. If all of them land on it, the dose is $Jh/U=1.35\times10^{14}\ \mathrm{m^{-2}}$. For a chosen site density of $5\times10^{18}\ \mathrm{m^{-2}}$ this is $2.7\times10^{-5}$ per site and pass.

\section{Where the exponential law in Pe fails}

For a resting substrate, $\ln10\,\bar v/(Dk)$ is the nominal cost per decade when a barrier without net flux is lengthened:
\begin{center}
\begin{tabular}{ccc}
$\bar vh/D$ & numerical $k$ & from (\ref{eq:deff})\\
1 & 2.31 & 2.31\\
3 & 2.40 & 2.40\\
10 & 3.22 & 3.40\\
30 & 5.3 & 12.2
\end{tabular}
\end{center}
For the resting substrate the perturbation formula fails at large $\bar vh/D$, and a different estimate applies. The slow mode retreats into a layer of thickness $\delta\ll h$ at a wall, where $v\approx6uy/h$. Balancing the three terms of (\ref{eq:mode}),
\begin{equation}
\frac1{\delta^2}\sim\frac{6uk\delta}{hD}\sim k^2
\quad\Rightarrow\quad \delta\sim\frac1k,\qquad k\sim\sqrt{\frac{6u}{hD}} .
\end{equation}
The exponent $kL$ then grows as the square root of the flow, and the cost per decade of lengthening grows as $\sqrt{\bar vh/D}$. From 10 to 30 this predicts a factor $\sqrt3=1.73$; the table gives 1.65. In a wide or fast gap with resting walls precursor creeps upstream along the slow gas at the walls, and extra flow buys less than the Peclet number suggests. A moving substrate adds the term $-kU/D$ to the balance at its wall, so the square-root law needs $U/D\ll\sqrt{6u/(hD)}$. When this fails, as in a wide gap at fixed $u$ and $U$, the gas dragged by the substrate carries precursor upstream and $k$ is much smaller than the estimate.

The price of 2.3 units thus applies to nearly uniform mixing across the gap with zero net flux. With a perfect sink at the far end it also applies to lengthening the barrier from $\mathrm{Pe}=5$ or more, while in uniform flow the price by more flow approaches it only slowly and is still 2.42 at $\mathrm{Pe}=20$. In a gap of fixed $L/h$ more flow also raises $uh/D$, so the price by flow does not approach 2.3: it passes a minimum and then rises. None of these estimates covers precursor adsorbed on the substrate and carried through the barrier, which the gas flow does not hold back in this model, or the flow pattern at the gas slots.

All numerical values are calculated from the stated model.
